# Orbital Hessian and current correction for tau meta-GGA linear response: a numerical check

```python
# Orbital Hessian of a tau meta-GGA and its current correction (atomic units, r2SCAN).
# Rotation K_ai = x + i y of real spin orbitals: E2 = x.M.x + y.N.y, M = A+B, N = A-B.
# w=(n_a,n_b,g_aa,g_ab,g_bb,tau_a,tau_b), rho_ia=phi_i phi_a, tau_ia=grad phi_i.grad phi_a/2,
# j_ia = phi_i grad phi_a - phi_a grad phi_i, vt = de/dtau, D0 = F_ab d_ij - F_ij d_ab.
# M = D0 + 2[(ia|jb) + int w_ia e'' w_jb + c int v_g grad rho_ia.grad rho_jb], c=2 (same spin), 1.
# N = D0 for plain tau; N = D0 - int vt j_ia.j_jb/(2 n_s) for tauhat = tau - j^2/(2n).
# Consequences tested: gauge invariance of tauhat, f-sum = Ne + int vt n (plain) or Ne,
# length = velocity form, Kohn mode at the trap frequency. d=<i|z|a>, P=int j_ia,z/2.
import numpy as np
from scipy.linalg import expm, eigh, block_diag
from scipy.constants import physical_constants
from pyscf import gto, dft, scf, ao2mo
scf.hf.MUTE_CHKFILE = True
XC = 'MGGA_X_R2SCAN,MGGA_C_R2SCAN'
EV = physical_constants['Hartree energy in eV'][0]

def out(label, val, unit, nd=6):
    print(f"{label} = {val:.{nd}f} {unit}")

def run_scf(mol, grid, eri, hcore, restricted, dm0=None, guess='minao'):
    mf = (dft.RKS if restricted else dft.UKS)(mol)
    mf.xc = XC; mf.grids.atom_grid = grid; mf.small_rho_cutoff = 0
    if restricted:
        mf.grids.prune = None
    mf._eri = eri; mf.get_hcore = lambda *a: hcore; mf.init_guess = guess
    mf.conv_tol = 1e-11; mf.conv_tol_grad = 1e-6; mf.max_cycle = 100
    mf.kernel(dm0)
    assert mf.converged
    return mf

def fields(ph):  # ph[0] values, ph[1:4] gradients, shape (4, grid, occ)
    n = (abs(ph[0])**2).sum(1)
    c = np.einsum('gi,kgi->kg', ph[0].conj(), ph[1:])
    return n, 2*c.real, 0.5*(abs(ph[1:])**2).sum((0, 2)), c.imag

def tauhat(f):
    return f[2] - (f[3]**2).sum(0)/(2*np.maximum(f[0], 1e-300))

def eval_xc(fs, current, deriv):
    rho = np.zeros((2, 6, fs[0][0].size))
    for s in range(2):
        rho[s, 0] = fs[s][0]; rho[s, 1:4] = fs[s][1]
        rho[s, 5] = tauhat(fs[s]) if current else fs[s][2]
    return dft.libxc.eval_xc(XC, rho, spin=1, deriv=deriv)

class System:
    def __init__(s, mol, grid, hcore=None, restricted=True, guess='minao'):
        s.mol = mol; s.eri = mol.intor('int2e', aosym='s8')
        s.h = scf.hf.get_hcore(mol) if hcore is None else hcore
        s.mf = mf = run_scf(mol, grid, s.eri, s.h, restricted, guess=guess)
        s.C = [mf.mo_coeff]*2 if restricted else list(mf.mo_coeff)
        s.eps = [mf.mo_energy]*2 if restricted else list(mf.mo_energy)
        s.no = list(mol.nelec); s.r = mf.grids.coords; s.w = mf.grids.weights
        s.ao = dft.numint.eval_ao(mol, s.r, deriv=1)
        s.build()
    def exc(s, fs, current):
        return s.w @ (eval_xc(fs, current, 1)[0]*(fs[0][0] + fs[1][0]))
    def coul(s, D):
        return scf.hf.dot_eri_dm(s.eri, np.ascontiguousarray(D), hermi=1, with_j=True, with_k=False)[0]
    def energy(s, occ, current):
        D = sum((c @ c.conj().T).real for c in occ)
        fs = [fields(s.ao @ c) for c in occ]
        return np.sum(D*(s.h + 0.5*s.coul(D))) + s.exc(fs, current) + s.mol.energy_nuc()
    def rotate(s, kap):
        occ = []
        for k in range(2):
            o = s.no[k]; nm = s.C[k].shape[1]; b = kap[s.sl[k]].reshape(o, nm - o)
            K = np.zeros((nm, nm), complex); K[o:, :o] = b.T; K[:o, o:] = -b.conj()
            occ.append(s.C[k] @ expm(K)[:, :o])
        return occ
    def build(s):
        w = s.w; G = w.size
        mo = [s.ao @ c for c in s.C]
        s.fs = fs = [fields(mo[k][:, :, :s.no[k]]) for k in range(2)]
        _, v, f = eval_xc(fs, False, 2)[:3]
        vn, vg, vt = v[0].T, v[1].T, v[3].T
        s.vt = vt; H = np.zeros((7, 7, G))
        for blk, st, m in ((f[0], 0, 2), (f[2], 2, 3), (f[4], 5, 2)):
            for q, (a, b) in enumerate(zip(*np.triu_indices(m))):
                H[st+a, st+b] = H[st+b, st+a] = blk[:, q]
        for blk, r0, nr, c0, nc in ((f[1], 0, 2, 2, 3), (f[6], 0, 2, 5, 2), (f[9], 2, 3, 5, 2)):
            for a in range(nr):
                for b in range(nc):
                    H[r0+a, c0+b] = H[c0+b, r0+a] = blk[:, a*nc + b]
        s.Hw = H*w
        nm = s.C[0].shape[1]; sz = [o*(nm - o) for o in s.no]
        s.sl = [slice(0, sz[0]), slice(sz[0], sum(sz))]
        J = s.coul(sum(c[:, :o] @ c[:, :o].T for c, o in zip(s.C, s.no)))
        s.W = W = np.zeros((7, G, sum(sz))); gr = []; s.j = []; s.rho = []; D0 = []; Nc = []; s.F = []
        for k in range(2):
            m = mo[k]; o = s.no[k]; O, V = m[:, :, :o], m[:, :, o:]
            b = 2*vg[2*k]*fs[k][1] + vg[1]*fs[1-k][1]
            t = np.einsum('kg,kgp->gp', b, m[1:]) + 0.5*vn[k][:, None]*m[0]
            F = m[0].T @ (w[:, None]*t); F = F + F.T
            F += sum(0.5*m[q].T @ ((w*vt[k])[:, None]*m[q]) for q in (1, 2, 3))
            F += s.C[k].T @ (s.h + J) @ s.C[k]; s.F.append(F)
            D0.append(np.kron(np.eye(o), F[o:, o:]) - np.kron(F[:o, :o], np.eye(nm - o)))
            pr = lambda p, q: (O[p][:, :, None]*V[q][:, None, :]).reshape(G, -1)
            s.rho.append(pr(0, 0))
            gr.append(np.array([pr(q, 0) + pr(0, q) for q in (1, 2, 3)]))
            s.j.append(np.array([pr(0, q) - pr(q, 0) for q in (1, 2, 3)]))
            W[k, :, s.sl[k]] = s.rho[k]
            W[2+2*k, :, s.sl[k]] = 2*np.einsum('kg,kgp->gp', fs[k][1], gr[k])
            W[3, :, s.sl[k]] = np.einsum('kg,kgp->gp', fs[1-k][1], gr[k])
            W[5+k, :, s.sl[k]] = 0.5*sum(pr(q, q) for q in (1, 2, 3))
            u = w*vt[k]/(2*np.maximum(fs[k][0], 1e-100))
            Nc.append(-sum(s.j[k][q].T @ (u[:, None]*s.j[k][q]) for q in range(3)))
        s.D0 = block_diag(*D0); s.Nc = block_diag(*Nc)
        HW = np.einsum('abg,bgp->agp', s.Hw, W)
        s.M = s.D0 + 2*W.reshape(7*G, -1).T @ HW.reshape(7*G, -1)
        s.Jm = np.zeros_like(s.M)
        for k in range(2):
            for l in range(2):
                cs = (s.C[k][:, :s.no[k]], s.C[k][:, s.no[k]:], s.C[l][:, :s.no[l]], s.C[l][:, s.no[l]:])
                s.Jm[s.sl[k], s.sl[l]] = 2*ao2mo.incore.general(s.eri, cs, compact=False)
                u = w*vg[k+l]*(2 if k == l else 1)
                s.M[s.sl[k], s.sl[l]] += 2*sum(gr[k][q].T @ (u[:, None]*gr[l][q]) for q in range(3))
        s.M += s.Jm
    def blocks(s, x):  # tau-tau, n-tau and gamma-tau parts of x.M.x
        u = s.W @ x
        q = lambda a, b: np.einsum('ag,abg,bg->', u[a], s.Hw[a, b], u[b])
        n, g, t = slice(0, 2), slice(2, 5), slice(5, 7)
        return 2*q(t, t), 4*q(n, t), 4*q(g, t)

def second_order(s, kap, current, h=4e-3):
    e = [s.energy(s.rotate(t*h*kap), current) for t in (-2, -1, 0, 1, 2)]
    return (-e[0] + 16*e[1] - 30*e[2] + 16*e[3] - e[4])/(24*h*h)

# ---- NH2 radical: Hessian against finite differences of the energy
mol = gto.M(atom='N 0 0 0; H 0 1.55 1.15; H 0 -1.45 1.25', unit='Bohr', basis='6-31g', spin=1, verbose=0)
S = System(mol, (40, 110), restricted=False)
print("NH2 UKS r2SCAN/6-31G, N(0,0,0) H(0,1.55,1.15) H(0,-1.45,1.25) bohr, grid (40,110)")
out("NH2 energy", S.mf.e_tot, "Eh")
assert abs(S.energy(S.rotate(np.zeros(len(S.M))), False) - S.mf.e_tot) < 1e-7
for k in range(2):
    assert abs(S.F[k] - np.diag(S.eps[k])).max() < 2e-5
rng = np.random.default_rng(1); tol = 5e-5; seen = []
for trial in range(3):
    x, y = rng.normal(size=(2, len(S.M)))/np.diag(S.D0)
    x /= np.linalg.norm(x); y /= np.linalg.norm(y)
    mx, n0, nc = x @ S.M @ x, y @ S.D0 @ y, y @ S.Nc @ y
    fx, f0, fc = second_order(S, x + 0j, False), second_order(S, 1j*y, False), second_order(S, 1j*y, True)
    fm = second_order(S, x + 1j*y, True)
    assert abs(fx - mx) < tol and abs(f0 - n0) < tol and abs(fc - n0 - nc) < tol
    assert abs(fm - mx - n0 - nc) < 2*tol and abs(second_order(S, x + 0j, True) - mx) < tol
    seen.append(list(S.blocks(x)) + [nc])
assert (abs(np.array(seen)).max(0) > 10*tol).all()  # each term is resolved by the test
for lab, a in (("x.M.x formula", mx), ("x.M.x finite diff", fx), ("  tau-tau part", seen[-1][0]),
               ("  n-tau part", seen[-1][1]), ("  gamma-tau part", seen[-1][2]),
               ("y.N.y plain formula", n0), ("y.N.y plain finite diff", f0),
               ("y.N.y current formula", n0 + nc), ("y.N.y current finite diff", fc)):
    out("NH2 " + lab, a, "Eh")
# finite gauge transformation of a current-carrying state
X, Y, Z = S.r.T; arg = 0.9*X + 0.4*Y
lam = 0.7*np.sin(arg) + 0.3*Z
gl = np.array([0.63*np.cos(arg), 0.28*np.cos(arg), 0.3 + 0*Z])
phs = [S.ao @ c for c in S.rotate(0.3*(x + 1j*y))]
old = [fields(p) for p in phs]; new = []
for p, f in zip(phs, old):
    q = p.copy(); q[1:] += 1j*gl[:, :, None]*p[0]
    g = fields(q*np.exp(1j*lam)[None, :, None]); new.append(g); sc = 1e-9*(1 + f[2])
    assert (abs(g[2] - f[2] - (gl*f[3]).sum(0) - 0.5*f[0]*(gl**2).sum(0)) < sc).all()
    assert (abs(tauhat(g) - tauhat(f)) < sc).all()
    tw = lambda u: (u[1]**2).sum(0)/(8*np.maximum(u[0], 1e-300))
    assert (tauhat(f) - tw(f) > -sc).all()
    one = fields(p[:, :, -1:]); assert (abs(tauhat(one) - tw(one)) < sc).all()
d0, dc = S.exc(new, False) - S.exc(old, False), S.exc(new, True) - S.exc(old, True)
assert abs(d0) > 1e-3 and abs(dc) < 1e-8
out("NH2 gauge change of Exc, plain tau", d0, "Eh"); out("NH2 gauge change of Exc, tauhat", abs(dc), "Eh", 10)

def singlet(s):
    n = s.sl[0].stop; r2 = np.sqrt(2)
    d = r2*(s.w*s.r[:, 2]) @ s.rho[0]
    return (s.M[:n, :n] + s.M[:n, n:], s.D0[:n, :n], s.D0[:n, :n] + s.Nc[:n, :n], d,
            r2*0.5*s.w @ s.j[0][2], r2*0.5*(s.w*(1 + s.vt[0])) @ s.j[0][2])

def bright(M, N, d, P, Pt):
    ev, U = eigh(N); assert ev.min() > 0
    Nh, Nm = (U*ev**0.5) @ U.T, (U*ev**-0.5) @ U.T
    w2, Zv = eigh(Nh @ M @ Nh); assert w2.min() > 0
    om = np.sqrt(w2); fL = 2*(d @ Nh @ Zv)**2
    g = abs(om - om[np.argmax(fL > 1e-3)]) < 1e-4
    return om[g].mean(), fL[g].sum(), 2*((P @ Nm @ Zv)**2)[g].sum(), 2*((Pt @ Nm @ Zv)**2)[g].sum(), fL.sum()

def et(a0, r, ns, npp):
    return [[0, [a0*r**k, 1.0]] for k in range(ns)] + [[1, [a0*r**k, 1.0]] for k in range(npp)]

# ---- Be atom
mol = gto.M(atom='Be 0 0 0', basis={'Be': et(0.015, 2.0, 18, 15)}, verbose=0)
B = System(mol, (200, 26))
print("Be RKS r2SCAN, exponents 0.015*2^k bohr^-2, 18 s and 15 p, grid (200,26)")
out("Be energy", B.mf.e_tot, "Eh")
M, N0, N1, d, P, Pt = singlet(B); n = len(d); nv = n//2
x = np.zeros(n); x[nv:nv+3] = d[nv:nv+3]; x /= np.linalg.norm(x); xs = np.r_[x, x]/np.sqrt(2)
tt, nt, gt = B.blocks(xs); de, cj, mt = x @ N0 @ x, xs @ B.Jm @ xs, x @ M @ x
for lab, a in (("eps_2p - eps_2s", de), ("Coulomb part", cj), ("n,gamma kernel part", mt - de - cj - tt - nt - gt),
               ("tau-tau part", tt), ("n-tau part", nt), ("gamma-tau part", gt), ("A+B element", mt),
               ("current part of A-B", x @ (N1 - N0) @ x), ("A-B element with current", x @ N1 @ x)):
    out("Be 2s-2p " + lab, a, "Eh")
excess = sum(B.w @ (B.vt[k]*B.fs[k][0]) for k in range(2))
out("Be int vt n", excess, "(dimensionless)", 5)
r0, r1 = bright(M, N0, d, P, Pt), bright(M, N1, d, P, Pt)
assert abs(excess) > 0.02 and abs(r0[4] - 4 - excess) < 3e-3 and abs(r1[4] - 4) < 3e-3
assert abs(r1[2]/r1[1] - 1) < 5e-3 and abs(r0[3]/r0[1] - 1) < 5e-3 and abs(r0[2]/r0[1] - 1) > 0.02
for lab, r in (("plain", r0), ("current", r1)):
    print(f"Be 1P omega {lab} = {r[0]:.5f} Eh = {r[0]*EV:.4f} eV")
    print(f"Be 1P {lab}: f_L = {r[1]:.4f}, f_V = {r[2]:.4f}, f-sum = {r[4]:.4f} (dimensionless)")
out("Be 1P plain f_V with (1+vt) current", r0[3], "(dimensionless)", 4)
out("Be 1P shift from current term", (r1[0] - r0[0])*EV, "eV", 4)
a0 = 2*d @ np.linalg.solve(M, d); fld = 1e-3; zint = mol.intor('int1e_r')[2]
mf2 = run_scf(mol, (200, 26), B.eri, B.h + fld*zint, True, dm0=B.mf.make_rdm1())
aff = -np.sum((mf2.make_rdm1() - B.mf.make_rdm1())*zint)/fld
assert abs(aff/a0 - 1) < 2e-3
out("Be alpha(0) from A+B", a0, "a.u.", 3); out("Be alpha(0) finite field 0.001 a.u.", aff, "a.u.", 3)
om = 0.1; al = lambda N, src: 2*d @ np.linalg.solve(N @ M - om**2*np.eye(n), src)
aL0, aV0, aM0, aL1, aV1 = al(N0, N0 @ d), al(N0, P), al(N0, Pt), al(N1, N1 @ d), al(N1, P)
assert abs(aV1/aL1 - 1) < 5e-3 and abs(aM0/aL0 - 1) < 5e-3 and abs(aV0/aL0 - 1) > 0.01
for lab, a in (("plain length", aL0), ("plain velocity", aV0), ("plain, p+A inside tau", aM0),
               ("current length", aL1), ("current velocity", aV1)):
    out("Be alpha(0.1 Eh) " + lab, a, "a.u.", 3)
ex = np.exp(-0.1*(B.r**2).sum(1)); z = B.r[:, 2]
gl = -0.2*B.r.T*z*ex; gl[2] += ex; g2 = (gl**2).sum(0)
y = np.sqrt(2)*(B.w*z*ex) @ B.rho[0]; na = B.fs[0][0]
k1, k0 = B.w @ (na*g2), B.w @ (na*g2*(1 + B.vt[0]))
assert abs(y @ N1 @ y/k1 - 1) < 5e-3 and abs(y @ N0 @ y/k0 - 1) < 5e-3
print(f"Be Lambda=z exp(-0.1r^2): y.N.y current = {y @ N1 @ y:.5f}, int n|grad L|^2/2 = {k1:.5f} Eh")
print(f"Be Lambda=z exp(-0.1r^2): y.N.y plain = {y @ N0 @ y:.5f}, with (1+vt) = {k0:.5f} Eh")

# ---- two electrons in a harmonic trap: Kohn mode
w0 = 0.5
mol = gto.M(atom='He 0 0 0', basis={'He': et(0.05, 1.7, 9, 9)}, verbose=0)
T = System(mol, (100, 26), hcore=mol.intor('int1e_kin') + 0.5*w0**2*mol.intor('int1e_r2'), guess='1e')
M, N0, N1, d, P, Pt = singlet(T)
r0, r1 = bright(M, N0, d, P, Pt), bright(M, N1, d, P, Pt)
assert abs(r1[0] - w0) < 1e-3 and abs(r1[1] - 2) < 5e-3 and abs(r0[0] - w0) > 3e-3
print("Trap: 2 electrons, exponents 0.05*1.7^k bohr^-2, 9 s and 9 p, grid (100,26)")
out("Trap omega0", w0, "Eh", 3); out("Trap energy", T.mf.e_tot, "Eh", 5)
out("Trap int vt n", 2*T.w @ (T.vt[0]*T.fs[0][0]), "(dimensionless)", 5)
print(f"Trap dipole mode plain = {r0[0]:.5f} Eh, f_L = {r0[1]:.4f}")
print(f"Trap dipole mode current = {r1[0]:.5f} Eh, f_L = {r1[1]:.4f}")
print("success")
```

Output:

```
NH2 UKS r2SCAN/6-31G, N(0,0,0) H(0,1.55,1.15) H(0,-1.45,1.25) bohr, grid (40,110)
NH2 energy = -55.816459 Eh
NH2 x.M.x formula = 0.265650 Eh
NH2 x.M.x finite diff = 0.265650 Eh
NH2   tau-tau part = -0.027271 Eh
NH2   n-tau part = -0.066788 Eh
NH2   gamma-tau part = 0.129187 Eh
NH2 y.N.y plain formula = 0.574384 Eh
NH2 y.N.y plain finite diff = 0.574384 Eh
NH2 y.N.y current formula = 0.555509 Eh
NH2 y.N.y current finite diff = 0.555509 Eh
NH2 gauge change of Exc, plain tau = 0.066046 Eh
NH2 gauge change of Exc, tauhat = 0.0000000000 Eh
Be RKS r2SCAN, exponents 0.015*2^k bohr^-2, 18 s and 15 p, grid (200,26)
Be energy = -14.648637 Eh
Be 2s-2p eps_2p - eps_2s = 0.145435 Eh
Be 2s-2p Coulomb part = 0.265551 Eh
Be 2s-2p n,gamma kernel part = 1.268493 Eh
Be 2s-2p tau-tau part = 1.399354 Eh
Be 2s-2p n-tau part = 3.702288 Eh
Be 2s-2p gamma-tau part = -6.516717 Eh
Be 2s-2p A+B element = 0.264403 Eh
Be 2s-2p current part of A-B = -0.012028 Eh
Be 2s-2p A-B element with current = 0.133407 Eh
Be int vt n = 0.18813 (dimensionless)
Be 1P omega plain = 0.18849 Eh = 5.1292 eV
Be 1P plain: f_L = 1.5246, f_V = 1.2790, f-sum = 4.1882 (dimensionless)
Be 1P omega current = 0.17908 Eh = 4.8730 eV
Be 1P current: f_L = 1.3618, f_V = 1.3616, f-sum = 4.0001 (dimensionless)
Be 1P plain f_V with (1+vt) current = 1.5243 (dimensionless)
Be 1P shift from current term = -0.2562 eV
Be alpha(0) from A+B = 44.169 a.u.
Be alpha(0) finite field 0.001 a.u. = 44.171 a.u.
Be alpha(0.1 Eh) plain length = 61.064 a.u.
Be alpha(0.1 Eh) plain velocity = 55.977 a.u.
Be alpha(0.1 Eh) plain, p+A inside tau = 61.062 a.u.
Be alpha(0.1 Eh) current length = 63.602 a.u.
Be alpha(0.1 Eh) current velocity = 63.601 a.u.
Be Lambda=z exp(-0.1r^2): y.N.y current = 1.19912, int n|grad L|^2/2 = 1.19908 Eh
Be Lambda=z exp(-0.1r^2): y.N.y plain = 1.23018, with (1+vt) = 1.23014 Eh
Trap: 2 electrons, exponents 0.05*1.7^k bohr^-2, 9 s and 9 p, grid (100,26)
Trap omega0 = 0.500 Eh
Trap energy = 2.00406 Eh
Trap int vt n = 0.11135 (dimensionless)
Trap dipole mode plain = 0.51366 Eh, f_L = 2.1106
Trap dipole mode current = 0.50000 Eh, f_L = 1.9999
success
```
